# A failing check and its repair

Subject: Energy-Stable Fourier Stepping for Wrinkles of a Supported Film.

```python
"""
Wrinkling of a compressed film on an elastic half-space (SI units).
Result under test: the flat film loses stability at misfit strain
e_c = (h k_c)^2/4, k_c^3 = K/(2B), and a convex-split semi-implicit step
has that threshold for any time step and never raises the energy
  E = <B w''^2 + w K|d/dx|w>/2 + (C/2)(s - e0)^2,  s = <w'^2>/2.
h thickness, Y film plane-strain modulus, B = Y h^3/12, C = Y h,
K = E_s/(2(1-nu^2)) substrate coefficient, e0 compressive misfit strain,
eta drag per area. The height is w(x) = sum_{n>0} 2 Re[c_n exp(i k_n x)].
The interface carries no shear; the mean height is removed.
"""
import numpy as np
from numpy.polynomial.laguerre import laggauss, lagval, lagder
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

h, Y = 100e-9, 100e9
E_s, nu = 2e6, 0.4
e0, eta = 6.5e-4, 1e11
B, C = Y * h**3 / 12, Y * h
K = E_s / (2 * (1 - nu**2))
k_c = (K / (2 * B))**(1 / 3)
e_c = (h * k_c)**2 / 4
tau = eta / (B * k_c**4)
periods, points = 8, 128
k = np.arange(1, points // 2) * k_c / periods
rng = np.random.default_rng(4)


def half_slope(c, k):
    return np.sum(k**2 * np.abs(c)**2)


def mean_product(a, b):
    return 2 * np.sum((np.conj(a) * b).real)


def energy(c, k, strain):
    elastic = np.sum((B * k**4 + K * k) * np.abs(c)**2)
    return elastic + C / 2 * (half_slope(c, k) - strain)**2


def step(c, k, dt, strain):
    """One convex-split step; the new s is a scalar Newton root."""
    rhs = (eta / dt + C * strain * k**2) * c
    base = eta / dt + B * k**4 + K * k
    weight = k**2 * np.abs(rhs)**2
    s = half_slope(c, k)
    for _ in range(300):
        denominator = base + C * s * k**2
        terms = weight / denominator**2
        value = s - np.sum(terms)
        slope = 1 + 2 * C * np.sum(terms * k**2 / denominator)
        new = max(s - value / slope, 0.0)
        done = abs(new - s) <= 1e-13 * new
        s = new
        if done:
            break
    else:
        raise RuntimeError("scalar root not converged")
    return rhs / (base + C * s * k**2)


# --- substrate law from minimization of the half-space elastic energy ---
def ritz_stiffness(q, hold_tangential):
    lam = E_s * nu / ((1 + nu) * (1 - 2 * nu))
    mu = E_s / (2 * (1 + nu))
    beta, size = 0.7 * q, 14
    t, wt = laggauss(20)
    P = lagval(t, np.eye(size))
    dP = beta * (2 * lagval(t, lagder(np.eye(size))) - P)
    Z = np.zeros_like(P)
    U, dU = np.vstack([P, Z]), np.vstack([dP, Z])
    W, dW = np.vstack([Z, P]), np.vstack([Z, dP])

    def square(f):
        return (f * wt / (2 * beta)) @ f.T

    H = lam * square(q * U + dW) + 2 * mu * (
        square(q * U) + square(dW) + square(dU - q * W) / 2)
    one, zero = np.ones(size), np.zeros(size)
    surface = np.array([np.r_[zero, one], np.r_[one, zero]])
    if not hold_tangential:
        surface = surface[:1]
    compliance = surface @ np.linalg.solve(H, surface.T)
    return np.linalg.inv(compliance)[0, 0]


for q in (0.5 * k_c, 2 * k_c):
    assert abs(ritz_stiffness(q, False) / (K * q) - 1) < 1e-7
held_ratio = ritz_stiffness(k_c, True) / ritz_stiffness(k_c, False)
assert abs(held_ratio - 4 * (1 - nu)**2 / (3 - 4 * nu)) < 1e-7

# --- film energy by quadrature, in-plane displacement by least squares ---
k1 = k[0]
x = np.arange(256) * 2 * np.pi / k1 / 256
w1 = -h * (5 * k1 * np.sin(5 * k1 * x) + 4.2 * k1 * np.sin(7 * k1 * x + 1))
w2 = -h * (25 * k1**2 * np.cos(5 * k1 * x)
           + 29.4 * k1**2 * np.cos(7 * k1 * x + 1))
basis = np.column_stack([f(j * k1 * x) for j in range(1, 41)
                         for f in (np.cos, np.sin)])
strain0 = w1**2 / 2 - e0
coef = np.linalg.lstsq(basis, -strain0, rcond=None)[0]
membrane = strain0 + basis @ coef
zn, zw = np.polynomial.legendre.leggauss(4)
local = Y / 2 * (membrane[:, None] - zn * h / 2 * w2[:, None])**2
film_energy = np.mean(local @ (zw * h / 2))
c = np.zeros(len(k), complex)
c[4], c[6] = h / 2, 0.3 * h * np.exp(1j)
formula = energy(c, k, e0) - np.sum(K * k * np.abs(c)**2)
assert abs(film_energy / formula - 1) < 1e-9

# --- threshold: minimization with the Ritz substrate, then the stepper ---
best = minimize_scalar(
    lambda r: (B * (r * k_c)**2 + ritz_stiffness(r * k_c, False)
               / (r * k_c)) / C / e_c,
    bounds=(0.3, 3), method="bounded", options={"xatol": 1e-7})
assert abs(best.x - 1) < 1e-4 and abs(best.fun - 1) < 1e-7
k_small = np.arange(1, 13) * k_c / 3
thresholds = []
for dt in (tau, 1e4 * tau):
    low, high = 0.9 * e_c, 1.1 * e_c
    for _ in range(32):
        middle = (low + high) / 2
        c = np.full(len(k_small), 1e-12 * h, complex)
        for _ in range(200):
            old, c = c, step(c, k_small, dt, middle)
        if half_slope(c, k_small) > half_slope(old, k_small):
            high = middle
        else:
            low = middle
    thresholds.append((low + high) / 2)
    assert abs(thresholds[-1] / e_c - 1) < 1e-8

# --- the small-step velocity is minus the energy gradient over eta ---
kg = k[:16]
c = 0.1 * h * (rng.normal(size=16) + 1j * rng.normal(size=16))
v = 0.1 * h * (rng.normal(size=16) + 1j * rng.normal(size=16))
d = 1e-4
slope_E = (energy(c + d * v, kg, e0) - energy(c - d * v, kg, e0)) / (2 * d)
dt = 1e-6 * tau
force = eta * (step(c, kg, dt, e0) - c) / dt
scale = np.sqrt(mean_product(force, force) * mean_product(v, v))
assert abs(slope_E + mean_product(force, v)) < 1e-4 * scale

# --- exact energy-drop identity over nine decades of time step ---
for strain in (0.5 * e_c, e0, 20 * e_c):
    for dt in np.array([1e-3, 1, 1e3, 1e6]) * tau:
        c = 0.1 * h * (rng.normal(size=len(k)) + 1j * rng.normal(size=len(k)))
        new = step(c, k, dt, strain)
        delta = new - c
        s_old, s_new = half_slope(c, k), half_slope(new, k)
        drop = energy(new, k, strain) - energy(c, k, strain)
        predicted = -(eta / dt * mean_product(delta, delta)
                      + np.sum((B * k**4 + K * k) * np.abs(delta)**2)
                      + C * (strain + s_new) * half_slope(delta, k)
                      + C / 2 * (s_new - s_old)**2)
        assert drop < 0 and abs(drop / predicted - 1) < 1e-8

# --- lagging s in the step can raise the energy ---
kk, strong, dt = np.array([k_c]), 20 * e_c, 1e6 * tau
c = np.array([np.sqrt(e_c) / k_c + 0j])
lagged = (eta / dt + C * strong * kk**2) * c / (
    eta / dt + B * kk**4 + K * kk + C * half_slope(c, kk) * kk**2)
lag_ratio = energy(lagged, kk, strong) / energy(c, kk, strong)
split_ratio = energy(step(c, kk, dt, strong), kk, strong) / energy(
    c, kk, strong)
assert lag_ratio > 1 > split_ratio

# --- linear growth rates and the effect of a coarse time step ---
sigma = k**2 * (C * e0 - B * k**2 - K / k) / eta
tiny = np.full(len(k), 1e-7 * h, complex)
dt = 1e-5 * tau
measured = np.log(np.abs(step(tiny, k, dt, e0) / tiny)) / dt
assert np.max(np.abs(measured - sigma)[:16]) * tau < 2e-3
fast_fine = int(np.argmax(measured)) + 1
fast_coarse = int(np.argmax(np.abs(step(tiny, k, 0.1 * tau, e0)))) + 1
assert fast_fine == np.argmax(sigma) + 1 and fast_coarse != fast_fine

# --- first-order convergence to an independent ODE solution ---
a0 = np.full(16, 5e-4)


def ode(t, a):
    N = C * (np.sum((kg * h * a)**2) - e0)
    return -tau / eta * (B * kg**4 + K * kg + N * kg**2) * a


reference = solve_ivp(ode, (0, 2.5), a0, method="LSODA",
                      rtol=1e-10, atol=1e-13).y[:, -1]
errors = []
for number in (2500, 5000):
    c = a0 * h + 0j
    for _ in range(number):
        c = step(c, kg, 2.5 * tau / number, e0)
    errors.append(np.linalg.norm(c.real / h - reference)
                  / np.linalg.norm(reference))
assert abs(errors[0] / errors[1] - 2) < 0.15

# --- a saturated wrinkle of another wavelength is a saddle ---
j = fast_fine - 1
F_j = B * k[j]**2 + K / k[j]
c = np.zeros(len(k), complex)
c[j] = np.sqrt(e0 - F_j / C) / k[j]
dt = 1e-4 * tau
assert np.max(np.abs(step(c, k, tau, e0) - c)) < 1e-10 * abs(c[j])
c[periods - 1] = 1e-7 * h
saddle_rate = np.log(abs(step(c, k, dt, e0)[periods - 1])
                     / (1e-7 * h)) / dt
saddle_formula = k_c**2 * (F_j - C * e_c) / eta
assert abs(saddle_rate / saddle_formula - 1) < 5e-3

# --- worked run from small noise ---
spectrum = np.zeros(points // 2 + 1, complex)
spectrum[1:-1] = 5e-4 * h * np.exp(2j * np.pi * rng.random(len(k)))
w = np.fft.irfft(spectrum * points, points)
c = np.fft.rfft(w)[1:-1] / points
E_flat = C * e0**2 / 2
E_start = energy(c, k, e0)
explicit = c - 0.1 * tau / eta * (
    B * k**4 + K * k + C * (half_slope(c, k) - e0) * k**2) * c
explicit_ratio = energy(explicit, k, e0) / E_start
assert explicit_ratio > 1
explicit_limit = 2 / np.max(-sigma) / tau
E_old, largest_rise, time, history = E_start, -np.inf, 0.0, []
for dt, end in ((0.002, 2), (0.002, 10), (0.01, 30), (0.01, 100),
                (0.1, 1000)):
    for _ in range(round((end - time) / dt)):
        c = step(c, k, dt * tau, e0)
        E_new = energy(c, k, e0)
        largest_rise = max(largest_rise, (E_new - E_old) / E_flat)
        E_old = E_new
    time = end
    rms = np.sqrt(mean_product(c, c))
    history.append((end, int(np.argmax(np.abs(c))) + 1, rms, E_new))
# Near the stationary state true drops fall below floating-point rounding.
assert largest_rise < 1e-13
assert history[0][1] == fast_fine
spectrum[1:-1] = c
w = np.fft.irfft(spectrum * points, points)
wrinkles = np.count_nonzero((w > 0) != (np.roll(w, 1) > 0)) // 2
amplitude = np.sqrt(2 * np.mean(w**2))
amplitude_formula = h * np.sqrt(e0 / e_c - 1)
E_formula = C * e_c * (e0 - e_c / 2)
assert wrinkles == periods
assert abs(amplitude / amplitude_formula - 1) < 1e-6
assert abs(E_new / E_formula - 1) < 1e-9

print(f"film thickness h = {h*1e9:.0f} nm")
print(f"film plane-strain modulus Y = {Y/1e9:.0f} GPa")
print(f"substrate Young modulus = {E_s/1e6:.1f} MPa")
print(f"substrate Poisson ratio = {nu:.2f} (dimensionless)")
print(f"misfit strain e0 = {e0:.3e} (dimensionless)")
print(f"drag eta = {eta:.1e} Pa s/m")
print(f"bending stiffness B = {B:.4e} N m")
print(f"membrane stiffness C = {C:.4e} N/m")
print(f"substrate coefficient K = {K/1e6:.5f} MPa")
print(f"held/free tangential stiffness = {held_ratio:.5f} (ratio)")
print(f"critical wavenumber k_c = {k_c/1e6:.5f} 1/um")
print(f"critical wavelength = {2*np.pi/k_c*1e6:.4f} um")
print(f"critical strain, formula = {e_c:.6e} (dimensionless)")
print(f"critical strain, dt=1 tau = {thresholds[0]:.6e} (dimensionless)")
print(f"critical strain, dt=1e4 tau = {thresholds[1]:.6e} (dimensionless)")
print(f"strain ratio e0/e_c = {e0/e_c:.5f} (dimensionless)")
print(f"time unit tau = {tau:.5f} s")
print(f"box length = {periods*2*np.pi/k_c*1e6:.3f} um")
print(f"grid points = {points} (count)")
print(f"initial amplitude per mode = {1e-3*h*1e9:.3f} nm")
print(f"fastest mode, fine step = {fast_fine} (waves per box)")
print(f"its growth rate = {sigma[j]*tau:.4f} 1/tau")
print(f"growth rate at k_c = {sigma[periods-1]*tau:.4f} 1/tau")
print(f"fastest mode, dt=0.1 tau = {fast_coarse} (waves per box)")
print(f"ODE error, dt=0.0010 tau = {errors[0]:.3e} (relative)")
print(f"ODE error, dt=0.0005 tau = {errors[1]:.3e} (relative)")
print(f"k_c seed growth on saddle = {saddle_rate*tau:.4f} 1/tau")
print(f"lagged-s energy ratio = {lag_ratio:.3f} (new/old)")
print(f"convex-split energy ratio = {split_ratio:.4f} (new/old)")
print(f"explicit step limit = {explicit_limit:.3e} tau")
print(f"explicit energy ratio, dt=0.1 tau = {explicit_ratio:.3e} (new/old)")
print(f"flat-film energy = {E_flat*1e3:.6f} mJ/m^2")
print(f"starting energy = {E_start*1e3:.6f} mJ/m^2")
for end, mode, rms, value in history:
    print(f"t={end} tau: mode {mode}, rms {rms*1e9:.3f} nm, "
          f"E {value*1e3:.6f} mJ/m^2")
print(f"largest energy change upward = {largest_rise:.2e} (of flat energy)")
print(f"final wrinkles = {wrinkles} (per box)")
print(f"final amplitude, run = {amplitude*1e9:.5f} nm")
print(f"final amplitude, formula = {amplitude_formula*1e9:.5f} nm")
print(f"final energy, formula = {E_formula*1e3:.6f} mJ/m^2")
print(f"energy released = {100*(1-E_new/E_flat):.3f} % of flat energy")
print(f"final maximum slope = {k_c*amplitude:.5f} (dimensionless)")
print(f"thickness parameter k_c h = {k_c*h:.5f} (dimensionless)")
print("all assertions hold")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 118, in <module>
    assert abs(best.x - 1) < 1e-4 and abs(best.fun - 1) < 1e-7
                                      ^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the program's numerical minimization of the buckling force. The half-space routine returns the full stiffness K·k, which must be divided by k² to give the substrate term K/k, but the program divided it by k only, leaving a constant that gives the wrong minimum. The division is now by k², with a comment stating why. The physics, the other tests and all tolerances are unchanged.

Repair:

```diff
@@ -64,4 +64,5 @@
 # --- substrate law from minimization of the half-space elastic energy ---
 def ritz_stiffness(q, hold_tangential):
+    """Normal traction per normal displacement at wavenumber q (Pa/m)."""
     lam = E_s * nu / ((1 + nu) * (1 - 2 * nu))
     mu = E_s / (2 * (1 + nu))
@@ -111,10 +112,16 @@
 assert abs(film_energy / formula - 1) < 1e-9
 
+
 # --- threshold: minimization with the Ritz substrate, then the stepper ---
-best = minimize_scalar(
-    lambda r: (B * (r * k_c)**2 + ritz_stiffness(r * k_c, False)
-               / (r * k_c)) / C / e_c,
-    bounds=(0.3, 3), method="bounded", options={"xatol": 1e-7})
-assert abs(best.x - 1) < 1e-4 and abs(best.fun - 1) < 1e-7
+def buckling_strain_ratio(r):
+    # Membrane force acts through k^2, so the stiffness is divided by k^2.
+    q = r * k_c
+    return (B * q**2 + ritz_stiffness(q, False) / q**2) / C / e_c
+
+
+best = minimize_scalar(buckling_strain_ratio, bounds=(0.3, 3),
+                       method="bounded", options={"xatol": 1e-7})
+assert abs(best.x - 1) < 1e-4
+assert abs(best.fun - 1) < 1e-7
 k_small = np.arange(1, 13) * k_c / 3
 thresholds = []
```

After the repair:

```
film thickness h = 100 nm
film plane-strain modulus Y = 100 GPa
substrate Young modulus = 2.0 MPa
substrate Poisson ratio = 0.40 (dimensionless)
misfit strain e0 = 6.500e-04 (dimensionless)
drag eta = 1.0e+11 Pa s/m
bending stiffness B = 8.3333e-12 N m
membrane stiffness C = 1.0000e+04 N/m
substrate coefficient K = 1.19048 MPa
held/free tangential stiffness = 1.02857 (ratio)
critical wavenumber k_c = 0.41491 1/um
critical wavelength = 15.1434 um
critical strain, formula = 4.303825e-04 (dimensionless)
critical strain, dt=1 tau = 4.303825e-04 (dimensionless)
critical strain, dt=1e4 tau = 4.303825e-04 (dimensionless)
strain ratio e0/e_c = 1.51028 (dimensionless)
time unit tau = 0.40490 s
box length = 121.147 um
grid points = 128 (count)
initial amplitude per mode = 0.100 nm
fastest mode, fine step = 11 (waves per box)
its growth rate = 2.2417 1/tau
growth rate at k_c = 1.5309 1/tau
fastest mode, dt=0.1 tau = 10 (waves per box)
ODE error, dt=0.0010 tau = 2.139e-02 (relative)
ODE error, dt=0.0005 tau = 1.070e-02 (relative)
k_c seed growth on saddle = 0.3450 1/tau
lagged-s energy ratio = 18.182 (new/old)
convex-split energy ratio = 0.5231 (new/old)
explicit step limit = 5.585e-04 tau
explicit energy ratio, dt=0.1 tau = 1.671e+03 (new/old)
flat-film energy = 2.112500 mJ/m^2
starting energy = 2.140202 mJ/m^2
t=2 tau: mode 11, rms 9.353 nm, E 2.090695 mJ/m^2
t=10 tau: mode 9, rms 42.719 nm, E 1.895670 mJ/m^2
t=30 tau: mode 9, rms 46.991 nm, E 1.879093 mJ/m^2
t=100 tau: mode 8, rms 50.505 nm, E 1.871357 mJ/m^2
t=1000 tau: mode 8, rms 50.512 nm, E 1.871341 mJ/m^2
largest energy change upward = 2.05e-16 (of flat energy)
final wrinkles = 8 (per box)
final amplitude, run = 71.43419 nm
final amplitude, formula = 71.43419 nm
final energy, formula = 1.871341 mJ/m^2
energy released = 11.416 % of flat energy
final maximum slope = 0.02964 (dimensionless)
thickness parameter k_c h = 0.04149 (dimensionless)
all assertions hold
```
